# Poisson's equation in a periodic cell: net charge and neutralising background: test program

```python
"""
Result under test (Hartree atomic units, Laplacian(phi) = -4 pi rho):
a periodic cell of volume V and net charge q has no solution with periodic
field unless q = 0.  The Fourier series without its G = 0 term,
    phi(r) = sum_{G != 0} 4 pi rho_G exp(i G.r) / G^2,
solves Laplacian(phi) = -4 pi (rho - q/V) and has zero cell average.

Symbols: cell = rows are lattice vectors (bohr); each Gaussian charge has a
charge (e), a centre (bohr) and a width sigma (bohr); kappa = inverse screening
length (1/bohr) in (Laplacian - kappa^2) phi = -4 pi rho.
"""
import numpy as np
from scipy.special import erfc
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
PI = np.pi


def integer_triples(limits):
    axes = [np.arange(-m, m + 1) for m in limits]
    return np.stack(np.meshgrid(*axes, indexing="ij"), axis=-1).reshape(-1, 3)


def fourier_potential(points, cell, charges, kappa=0.0):
    """Fourier series of the potential without the G = 0 term."""
    g_max = np.sqrt(60.0) / min(s for _, _, s in charges)
    limits = np.ceil(g_max * np.linalg.norm(cell, axis=1) / (2 * PI)).astype(int)
    g = integer_triples(limits) @ (2 * PI * np.linalg.inv(cell).T)
    g2 = np.sum(g**2, axis=1)
    keep = (g2 > 1e-12) & (g2 <= g_max**2)
    g, g2 = g[keep], g2[keep]
    rho_g = sum(c * np.exp(-g2 * s**2 / 2 - 1j * (g @ np.array(x)))
                for c, x, s in charges) / abs(np.linalg.det(cell))
    waves = np.exp(1j * (np.atleast_2d(points) @ g.T))
    return (waves @ (4 * PI * rho_g / (g2 + kappa**2))).real


def direct_density(point, cell, charges):
    """Periodic density from an explicit sum of Gaussians in real space."""
    sites = integer_triples([4, 4, 4]) @ cell
    total = 0.0
    for c, x, s in charges:
        d2 = np.sum((point - np.array(x) - sites)**2, axis=1)
        total += c * np.sum(np.exp(-d2 / (2 * s**2))) / (2 * PI * s**2)**1.5
    return total


def screened_sum(points, cell, charges, kappa):
    """Real-space lattice sum of screened potentials of Gaussian charges."""
    spacing = 1 / np.max(np.linalg.norm(np.linalg.inv(cell), axis=0))
    n = int(np.ceil(26 / (kappa * spacing))) + 1
    sites = integer_triples([n, n, n]) @ cell
    values = []
    for p in np.atleast_2d(points):
        total = 0.0
        for c, x, s in charges:
            r = np.linalg.norm(p - np.array(x) - sites, axis=1)
            r = np.maximum(r, 1e-4)  # smooth at r = 0; avoids 0/0
            inner = np.exp(-kappa * r) * erfc((kappa * s - r / s) / np.sqrt(2))
            outer = np.exp(kappa * r) * erfc((kappa * s + r / s) / np.sqrt(2))
            total += c * np.exp((kappa * s)**2 / 2) * np.sum((inner - outer) / (2 * r))
        values.append(total)
    return np.array(values)


def source_from_curvature(potential, point, h=0.05):
    """-Laplacian/(4 pi) by fourth-order finite differences."""
    steps = np.array([-2, -1, 0, 1, 2])
    weights = np.array([-1, 16, -30, 16, -1]) / (12 * h**2)
    stencil = np.concatenate([point + h * steps[:, None] * e for e in np.eye(3)])
    return -np.dot(np.tile(weights, 3), potential(stencil)) / (4 * PI)


# ---- real-space grid: which densities are solvable? No Fourier series used.
n_grid, side = 8, 10.0
h_grid = side / n_grid
one = np.eye(n_grid)
second = (np.roll(one, 1, axis=0) + np.roll(one, -1, axis=0) - 2 * one) / h_grid**2
laplacian = (np.kron(np.kron(second, one), one) + np.kron(np.kron(one, second), one)
             + np.kron(np.kron(one, one), second))
rho_grid = np.random.default_rng(3).uniform(-0.002, 0.006, n_grid**3)
q_grid = rho_grid.sum() * h_grid**3
phi_grid, _, rank, _ = np.linalg.lstsq(laplacian, -4 * PI * rho_grid, rcond=1e-10)
unmatched = rho_grid + laplacian @ phi_grid / (4 * PI)
assert rank == n_grid**3 - 1
assert abs(q_grid) > 0.1
assert np.allclose(unmatched, q_grid / side**3, rtol=0, atol=1e-11)
assert abs(phi_grid.mean()) < 1e-10
rho_neutral = rho_grid.copy()
rho_neutral[0] -= q_grid / h_grid**3   # neutralise at one grid point instead
phi_neutral = np.linalg.lstsq(laplacian, -4 * PI * rho_neutral, rcond=1e-10)[0]
neutral_error = np.max(np.abs(rho_neutral + laplacian @ phi_neutral / (4 * PI)))
assert neutral_error < 1e-10
print("Periodic grid test, random density")
print(f"  grid points = {n_grid**3}, rank of Laplacian = {rank}")
print(f"  net charge = {q_grid:.6f} e")
print(f"  unmatched density, min = {unmatched.min():.8f} e/bohr^3")
print(f"  unmatched density, max = {unmatched.max():.8f} e/bohr^3")
print(f"  net charge / volume    = {q_grid / side**3:.8f} e/bohr^3")
print(f"  largest mismatch after neutralising at one point = {neutral_error:.1e} e/bohr^3")

# ---- worked example: one Gaussian charge in a cube
q, sigma = 1.0, 1.0
cube = side * np.eye(3)
volume = side**3
gaussian = [(q, (0.0, 0.0, 0.0), sigma)]
places = {"charge centre": np.zeros(3),
          "face centre": np.array([side / 2, 0, 0]),
          "cell corner": np.full(3, side / 2)}


def phi(points):
    return fourier_potential(points, cube, gaussian)


def psi(points):
    """Non-periodic solution for the charged density without background."""
    return phi(points) - 2 * PI * q * np.sum(np.atleast_2d(points)**2, axis=1) / (3 * volume)


print("Worked example: Gaussian charge in a cubic cell")
print(f"  q = {q:.1f} e, sigma = {sigma:.1f} bohr, side = {side:.1f} bohr, V = {volume:.1f} bohr^3")
print(f"  background -q/V = {-q / volume:.6f} e/bohr^3")
for name, p in places.items():
    value = phi(p)[0]
    rho = direct_density(p, cube, gaussian)
    source = source_from_curvature(phi, p)
    assert abs(source - (rho - q / volume)) < 2e-6
    assert abs(source_from_curvature(psi, p) - rho) < 2e-6
    print(f"  {name}: phi = {value:.6f} hartree/e = {value * HARTREE_EV:.4f} V")
    print(f"    direct rho = {rho:.6f}, source from curvature = {source:.6f} e/bohr^3")

# ---- outward flux of the field through a displaced cell
m, step = 8, 0.01
u, v = np.meshgrid(np.arange(m) * side / m, np.arange(m) * side / m)
corner = np.array([1.3, 0.7, -2.0])
fluxes = []
for potential in (phi, psi):
    flux = 0.0
    for axis in range(3):
        for end, sign in ((0.0, -1), (side, 1)):
            face = np.zeros((m * m, 3))
            face[:, (axis + 1) % 3], face[:, (axis + 2) % 3] = u.ravel(), v.ravel()
            face[:, axis] = end
            face += corner
            shift = step * np.eye(3)[axis]
            field = -(potential(face + shift) - potential(face - shift)) / (2 * step)
            flux += sign * field.mean() * side**2
    fluxes.append(flux)
assert abs(fluxes[0]) < 1e-8
assert abs(fluxes[1] - 4 * PI * q) < 1e-7
print(f"  flux, periodic solution     = {abs(fluxes[0]):.6f} hartree bohr/e (magnitude)")
print(f"  flux, non-periodic solution = {fluxes[1]:.6f} hartree bohr/e")
print(f"  4 pi q                      = {4 * PI * q:.6f} hartree bohr/e")

# ---- mean of the screened potential by quadrature of the real-space sum
kappa_mean = 0.5
grid = np.stack(np.meshgrid(*[np.arange(10) * side / 10] * 3), axis=-1).reshape(-1, 3)
mean_numeric = screened_sum(grid, cube, gaussian, kappa_mean).mean()
mean_formula = 4 * PI * q / (kappa_mean**2 * volume)
assert abs(mean_numeric - mean_formula) < 1e-7
print(f"Screened mean at kappa = {kappa_mean:.1f} /bohr (hartree/e)")
print(f"  quadrature = {mean_numeric:.8f}, 4 pi q/(kappa^2 V) = {mean_formula:.8f}")

# ---- screening switched off: diverging mean, converging remainder
print("Cell corner, screening reduced (kappa in 1/bohr, potentials in hartree/e)")
p_corner = places["cell corner"]
deviations, remainders = [], []
for kappa in (0.2, 0.1, 0.05):
    total = screened_sum(p_corner, cube, gaussian, kappa)[0]
    mean = 4 * PI * q / (kappa**2 * volume)
    remainders.append(total - mean)
    deviations.append(total - mean - phi(p_corner)[0])
    print(f"  kappa = {kappa:.2f}: total = {total:.6f}, mean = {mean:.6f}, "
          f"remainder = {total - mean:.6f}")
ratio = deviations[1] / deviations[2]
limit = (4 * remainders[2] - remainders[1]) / 3
assert 3.7 < ratio < 4.05
assert abs(limit - phi(p_corner)[0]) < 1e-4  # leftover is of order kappa^4
print(f"  error ratio for kappa 0.10 to 0.05 = {ratio:.3f}")
print(f"  remainder extrapolated to kappa = 0: {limit:.5f}")
for name in ("charge centre", "face centre"):
    pair = [screened_sum(places[name], cube, gaussian, k)[0]
            - 4 * PI * q / (k**2 * volume) for k in (0.1, 0.05)]
    assert abs((4 * pair[1] - pair[0]) / 3 - phi(places[name])[0]) < 1e-4

# ---- skew cell with two charges: charged and neutral
skew = np.array([[9.0, 0.0, 0.0], [2.0, 8.0, 0.0], [-1.0, 3.0, 10.0]])
skew_volume = abs(np.linalg.det(skew))
probe = np.array([1.7, 2.1, 0.9])
print(f"Skew cell, V = {skew_volume:.1f} bohr^3, two Gaussian charges")
for second_charge in (-0.5, -2.0):
    pair = [(2.0, (0.5, 1.0, 0.0), 1.0), (second_charge, (3.0, 4.0, 5.0), 1.3)]
    net = sum(c for c, _, _ in pair)
    source = source_from_curvature(lambda x: fourier_potential(x, skew, pair), probe)
    added = source - direct_density(probe, skew, pair)
    assert abs(added + net / skew_volume) < 2e-6
    k = 0.3
    real_space = screened_sum(probe, skew, pair, k)[0] - 4 * PI * net / (k**2 * skew_volume)
    assert abs(real_space - fourier_potential(probe, skew, pair, k)[0]) < 1e-7
    print(f"  net charge = {net:.1f} e: added density = {added + 0.0:.5f}, "
          f"-q/V = {0.0 - net / skew_volume:.5f} e/bohr^3")

print("all good")
```

Running it gives:

```
Periodic grid test, random density
  grid points = 512, rank of Laplacian = 511
  net charge = 1.973254 e
  unmatched density, min = 0.00197325 e/bohr^3
  unmatched density, max = 0.00197325 e/bohr^3
  net charge / volume    = 0.00197325 e/bohr^3
  largest mismatch after neutralising at one point = 1.6e-15 e/bohr^3
Worked example: Gaussian charge in a cubic cell
  q = 1.0 e, sigma = 1.0 bohr, side = 10.0 bohr, V = 1000.0 bohr^3
  background -q/V = -0.001000 e/bohr^3
  charge centre: phi = 0.520438 hartree/e = 14.1618 V
    direct rho = 0.063494, source from curvature = 0.062494 e/bohr^3
  face centre: phi = -0.003310 hartree/e = -0.0901 V
    direct rho = 0.000000, source from curvature = -0.001000 e/bohr^3
  cell corner: phi = -0.073910 hartree/e = -2.0112 V
    direct rho = 0.000000, source from curvature = -0.001000 e/bohr^3
  flux, periodic solution     = 0.000000 hartree bohr/e (magnitude)
  flux, non-periodic solution = 12.566371 hartree bohr/e
  4 pi q                      = 12.566371 hartree bohr/e
Screened mean at kappa = 0.5 /bohr (hartree/e)
  quadrature = 0.05026548, 4 pi q/(kappa^2 V) = 0.05026548
Cell corner, screening reduced (kappa in 1/bohr, potentials in hartree/e)
  kappa = 0.20: total = 0.249970, mean = 0.314159, remainder = -0.064190
  kappa = 0.10: total = 1.185375, mean = 1.256637, remainder = -0.071262
  kappa = 0.05: total = 4.953315, mean = 5.026548, remainder = -0.073233
  error ratio for kappa 0.10 to 0.05 = 3.911
  remainder extrapolated to kappa = 0: -0.07389
Skew cell, V = 720.0 bohr^3, two Gaussian charges
  net charge = 1.5 e: added density = -0.00208, -q/V = -0.00208 e/bohr^3
  net charge = 0.0 e: added density = 0.00000, -q/V = 0.00000 e/bohr^3
all good
```
